# Lattice Hamiltonian of a Rashba wire with position-dependent coupling

A gate over part of a semiconductor wire changes the electric field seen by the electrons, and with it the Rashba spin-orbit coupling. An electron travelling along the wire then passes from a region of coupling $\alpha_L$ to one of coupling $\alpha_R$. A device simulation on a lattice needs a spin-flip hopping on the bond that joins the two regions, and it is not obvious whether that bond should carry $\alpha_L$, $\alpha_R$ or something between. Any single real value used for both hopping directions conserves electrons, but a direct discretization of the uniform-wire formula puts $\alpha_L$ in one direction and $\alpha_R$ in the other, and the simulated interface then creates or destroys them.

## The operator

The wire lies along $x$, has one transverse mode and a constant effective mass $m$. The coupling $\alpha(x)$ is real and the potential $V(x)$ acts equally on both spins. With $p=-i\hbar\partial_x$, the sign convention for uniform coupling is

$$H_R=-\frac{\alpha}{\hbar}\,p\,\sigma_y .$$

When $\alpha$ varies, $\alpha p$ is not Hermitian, since its adjoint is $p\alpha$. The two differ by a local term:

$$p\alpha\psi=-i\hbar(\alpha\psi)'=\alpha p\psi-i\hbar\alpha'\psi .$$

Half their sum is Hermitian and reduces to $\alpha p$ for uniform coupling. It gives

$$H_R=-\frac{1}{2\hbar}(\alpha p+p\alpha)\sigma_y=i\sigma_y\left(\alpha\partial_x+\tfrac12\alpha'\right),\qquad H=-\frac{\hbar^2}{2m}\partial_x^2+V+H_R. \tag{1}$$

Hermiticity requires the $\alpha'/2$ term. It would still allow an extra local Hermitian spin term at the interface, which is a separate physical assumption and is set to zero here.

## The hopping

Take sites $x_j=ja$ and write the derivative in (1) in its symmetric form, $\alpha\partial_x\psi+\tfrac12\alpha'\psi=\tfrac12[\alpha\psi'+(\alpha\psi)']$. Replacing both derivatives by central differences gives

$$\frac12\left[\alpha_j\frac{\psi_{j+1}-\psi_{j-1}}{2a}+\frac{\alpha_{j+1}\psi_{j+1}-\alpha_{j-1}\psi_{j-1}}{2a}\right]
=\frac{(\alpha_j+\alpha_{j+1})\psi_{j+1}-(\alpha_{j-1}+\alpha_j)\psi_{j-1}}{4a}.$$

Define the bond average and the bond coupling energy,

$$\bar\alpha_{j+1/2}=\frac{\alpha_j+\alpha_{j+1}}{2},\qquad h_{j+1/2}=\frac{\bar\alpha_{j+1/2}}{2a}.$$

The usual second difference for the kinetic term supplies $t=\hbar^2/(2ma^2)$. The matrix blocks are therefore

$$H_{jj}=2t+V_j,\qquad H_{j,j+1}=-t+i\sigma_y h_{j+1/2},\qquad H_{j+1,j}=-t-i\sigma_y h_{j+1/2}. \tag{2}$$

Here $H_{j,j+1}$ takes an electron from site $j+1$ to site $j$. In the order (up, down) along $z$,

$$i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad
H_{j,j+1}=\begin{pmatrix}-t&h\\-h&-t\end{pmatrix},\qquad
H_{j+1,j}=\begin{pmatrix}-t&-h\\h&-t\end{pmatrix}.$$

The second block is the transpose of the first. All entries are real, so the matrix is Hermitian for any real profile $\alpha_j$, including a jump. The reason is that both directions of a bond carry the same number $\bar\alpha_{j+1/2}$.

Discretizing $\alpha p$ alone gives $i\sigma_y\alpha_j/(2a)$ in one direction and $-i\sigma_y\alpha_{j+1}/(2a)$ in the other. Each entry then differs from its required partner by $|\alpha_{j+1}-\alpha_j|/(2a)$. For a smooth profile this tends to $|\alpha'|/2$; at a jump it grows as $1/a$, so refining the lattice does not remove it.

## Accuracy for smooth coupling

A central difference of a smooth function $u$ equals $u'+a^2u'''/6+O(a^4)$. Using this for $u=\psi$ and $u=\alpha\psi$, the leading error of the Rashba term is

$$i\sigma_y\frac{a^2}{12}\left[\alpha\psi'''+(\alpha\psi)'''\right].$$

The averaged hopping is thus second order in $a$. For uniform $\alpha$ and $V=0$, insert $\psi_j\propto e^{ikja}$ with $\sigma_y=s=\pm1$:

$$E=2t+(-t+ish)e^{ika}+(-t-ish)e^{-ika}=2t(1-\cos ka)-s\frac{\alpha}{a}\sin ka .$$

For $|ka|\ll1$ this becomes $\hbar^2k^2/2m-s\alpha k$, the continuum band with the sign chosen above.

## What a sharp interface does

Let $\alpha$ jump by $\Delta\alpha=\alpha_R-\alpha_L$ at $x=0$. Integrate $H\psi=E\psi$ over a vanishing interval around the jump. Finite terms drop out, while $\alpha'=\Delta\alpha\,\delta(x)$ leaves

$$-\frac{\hbar^2}{2m}\left[\psi'(0^+)-\psi'(0^-)\right]+\frac{i\sigma_y}{2}\Delta\alpha\,\psi(0)=0 .$$

Hence

$$\psi'(0^+)-\psi'(0^-)=i\sigma_y\,\delta\,\psi(0),\qquad \delta=\frac{m\Delta\alpha}{\hbar^2}. \tag{3}$$

The slope is discontinuous, but the velocity is not. With $v=p/m-\alpha\sigma_y/\hbar$, the jump of $v\psi$ is $(-i\hbar/m)(i\sigma_y\delta\psi)-\Delta\alpha\,\sigma_y\psi/\hbar=0$.

The reflection follows from a spin rotation. Let $q(x)=m\alpha/\hbar^2$. Since $\sigma_y^2=1$,

$$(\partial_x-i\sigma_yq)^2=\partial_x^2-i\sigma_y(2q\partial_x+q')-q^2 .$$

Multiplying by $-\hbar^2/2m$ reproduces the kinetic and Rashba terms plus $m\alpha^2/2\hbar^2$, so

$$H=-\frac{\hbar^2}{2m}(\partial_x-i\sigma_yq)^2+V-\frac{m\alpha^2}{2\hbar^2}.$$

Setting $\psi=e^{i\sigma_y\theta}\varphi$ with $\theta'=q$ turns $\partial_x-i\sigma_yq$ into $\partial_x$ acting on $\varphi$. What remains is a spinless particle in the potential $V-m\alpha^2/2\hbar^2$. For $V=0$ its wave number on each side is

$$K=\frac{1}{\hbar}\sqrt{2m\left(E+\frac{m\alpha^2}{2\hbar^2}\right)} .$$

Continuity of $\varphi$ and $\varphi'$ gives $1+r=\tau$ and $K_L(1-r)=K_R\tau$, and therefore

$$r=\frac{K_L-K_R}{K_L+K_R},\qquad R=r^2,\qquad T=\frac{K_R}{K_L}\tau^2=\frac{4K_LK_R}{(K_L+K_R)^2}=1-R. \tag{4}$$

A Zeeman field along $x$ or $z$ does not commute with this rotation, so (4) then fails. The hopping (2) and the condition (3) remain valid.

## The same rotation on the lattice

Each hopping in (2) is a number times a rotation:

$$-t+i\sigma_yh=-\tilde t\,e^{-i\sigma_y\phi},\qquad \tilde t=\sqrt{t^2+h^2},\qquad \tan\phi=h/t .$$

Writing $\psi_j=e^{i\sigma_y\theta_j}\chi_j$ with $\theta_{j+1}=\theta_j+\phi_{j+1/2}$ leaves the scalar hopping $-\tilde t$. This shows what averaging costs at a jump. For small $h/t$,

$$\tilde t-t\simeq\frac{h^2}{2t}=\frac{\bar\alpha^2}{4a^2}\,\frac{ma^2}{\hbar^2}=\frac{m\bar\alpha^2}{4\hbar^2}.$$

A bond contributes $-2(\tilde t-t)\,\mathrm{Re}(\chi_j^*\chi_{j+1})$ to the energy. With continuum normalization $|\chi_j|^2\simeq a|\psi|^2$, this is $-(m\bar\alpha^2/2\hbar^2)\,a|\psi|^2$. If the jump is at the bond's midpoint, the continuum potential instead requires the mean of the squares,

$$\frac{\alpha_L^2+\alpha_R^2}{2}=\bar\alpha^2+\frac{(\Delta\alpha)^2}{4}.$$

The lattice well is too shallow on this one bond, and a bound level is raised by

$$\Delta E\simeq a\,\frac{m(\Delta\alpha)^2}{8\hbar^2}\,|\psi(0)|^2 . \tag{5}$$

With the averaged bond of (2), levels thus converge to first order in $a$ at a jump. Reflection from a single isolated step behaves differently. The missing depth acts as a repulsive delta potential of strength $g=am(\Delta\alpha)^2/8\hbar^2$. It makes the slope of $\varphi$ jump by $\beta\varphi(0)$, with $\beta=2mg/\hbar^2=a\delta^2/4$, so that

$$r=\frac{K_L-K_R-i\beta}{K_L+K_R+i\beta} .$$

The correction enters $|r|^2$ as $\beta^2\propto a^2$. The phase of $r$, however, shifts at first order in $\beta$, so once a second scatterer interferes with the step, $R$ converges only to first order. For the two-segment device at the end of the numerical section, at 1 meV, the lattice $R$ is about 21% above its continuum value of $8.6\times10^{-4}$ at $a=5$ nm, and the error halves with $a$.

The matrix is the same wherever the jump lies between two sites. If it lies a distance $d$ from the midpoint, the accumulated angle $\theta$ is wrong by about $\delta d$, at most $\delta a/2$. The level error then gains a further term of size $d\,m|\alpha_R^2-\alpha_L^2|\,|\psi(0)|^2/2\hbar^2$, which is also first order in $a$ but can exceed (5) and reverse its sign. These first-order errors can be avoided by placing the jump on a site and giving the bonds on its left and right $\alpha_L$ and $\alpha_R$, that is, the mean of $\alpha(x)$ over each bond instead of the mean of site values. The matrix stays Hermitian, each bond has the right angle and well depth to this order, and in the hard-wall box below the level error falls fourfold when $a$ is halved.

## False loss from the wrong ordering

Without the $\alpha'/2$ term the operator is $H_w=H-\tfrac{i}{2}\sigma_y\alpha'$, and $H_w-H_w^\dagger=-i\sigma_y\alpha'$. The norm then changes at the rate

$$\frac{d}{dt}\int|\psi|^2dx=\frac{1}{i\hbar}\langle H_w-H_w^\dagger\rangle=-\frac1\hbar\int\alpha'\,\psi^\dagger\sigma_y\psi\,dx ,$$

where $t$ in the derivative is time. Where $\alpha$ rises, one spin is absorbed and the other amplified.

For scattering, $\psi'$ is now continuous. In a state with $\sigma_y=s$, the energy $\hbar^2k^2/2m-s\alpha k$ gives $k=sq\pm K$, with velocities $\pm\hbar K/m$. Continuity of $\psi$ and $\psi'$ reads

$$1+r=\tau,\qquad (sq_L+K_L)+r(sq_L-K_L)=(sq_R+K_R)\tau .$$

With $q_R-q_L=\delta$ the solution is

$$r=\frac{K_L-K_R-s\delta}{K_L+K_R+s\delta},\qquad \tau=\frac{2K_L}{K_L+K_R+s\delta}.$$

Adding $R=r^2$ and $T=(K_R/K_L)\tau^2$, and using $(K_L-K_R)^2+4K_LK_R=(K_L+K_R)^2$, gives

$$R+T-1=-\frac{4s\delta K_L}{(K_L+K_R+s\delta)^2}. \tag{6}$$

For $\delta\ll K_L\simeq K_R=K$ this is $-s\delta/K=-s\Delta\alpha/(\hbar v)$, with $v=\hbar K/m$. Within this regime the false loss or gain grows as the electrons become slower.

## Attaching leads

Let the device occupy sites $1$ to $N$, with uniform leads continuing its end values. In the rotated frame of a lead, with $z=e^{i\kappa a}$, the band is $\varepsilon\equiv E-2t-V=-2\tilde t\cos\kappa a$. On the left, $\chi_j=z^{j-1}+rz^{-(j-1)}$, so $\chi_1=1+r$. The term that the lead feeds into site 1 is

$$-\tilde t\chi_0=-\tilde t(z^{-1}+rz)=-\tilde tz\,\chi_1-\tilde t(z^{-1}-z)=\Sigma\chi_1+i\Gamma ,$$

$$\Gamma=2\tilde t\sin\kappa a=\sqrt{4\tilde t^2-\varepsilon^2},\qquad \Sigma=-\tilde te^{i\kappa a}=\tfrac12(\varepsilon-i\Gamma).$$

The self-energy is proportional to the unit spin matrix even when the lead has Rashba coupling, provided the lead has no Zeeman field; with one, $\Sigma$ becomes a spin-dependent $2\times2$ matrix and the scalar formulas here no longer apply. With $G=(E-H-\Sigma_L-\Sigma_R)^{-1}$, the source $i\Gamma_L$ gives $\chi_1=i\Gamma_LG_{11}$ and $\chi_N=i\Gamma_LG_{N1}$. The $2\times2$ amplitudes, normalized to flux, are

$$r=-1+i\Gamma_LG_{11},\qquad \tau=i\sqrt{\Gamma_L\Gamma_R}\,G_{N1}.$$

## Numbers for an InAs-like wire

Take $m=0.025\,m_e$, so $\hbar^2/2m=1524$ meV nm², with $\alpha_L=10$ and $\alpha_R=30$ meV nm, $a=5$ nm and $E=1$ meV. Then $t=1524/25=60.96$ meV. The up-down element of $H_{j,j+1}$ is $10/10=1$ meV on the left, $20/10=2$ meV across the interface and $30/10=3$ meV on the right. The reverse block across the interface has up-down element $-2$ and down-up element $+2$ meV, as Hermiticity requires. The wrong ordering pairs 1 meV with 3 meV, a defect of 2 meV.

The wells $m\alpha^2/2\hbar^2=\alpha^2/(4\times1524\ \text{meV nm}^2)$ are 0.0164 and 0.1476 meV deep. They give $K_L=0.02583$ and $K_R=0.02744$ nm⁻¹, and (4) yields $R=9.21\times10^{-4}$. Solving the lattice equations on 20 sites, with the jump on the central bond, gives:

| $a$ (nm) | $R$ | error relative to (4) |
|---|---|---|
| 10 | $8.88\times10^{-4}$ | −3.6% |
| 5 | $9.13\times10^{-4}$ | −0.90% |
| 2.5 | $9.19\times10^{-4}$ | −0.23% |

The last halving of $a$ reduces the error fourfold, as second-order convergence requires. At 5 nm the $\beta^2$ term alone would raise $R$ by about 0.1%, so it is not the main source of the error.

For the wrong ordering, $\delta=20/(2\times1524)=0.00656$ nm⁻¹. Equation (6) gives $R+T=0.811$ for $s=+1$ and $1.311$ for $s=-1$; the lattice with $a=5$ nm gives 0.813 and 1.310. The spin average of $R+T$ is about 1.06, so a check of flux conservation summed over spin conceals most of the fault.

To illustrate (5), put the jump at the centre of a hard-wall box of length $L=200$ nm. Matching $\sin K_Lx$ to $\sin K_R(L-x)$ gives $K_L\cot(K_LL/2)+K_R\cot(K_RL/2)=0$, whose lowest root is 0.2912 meV. With $|\psi(0)|^2\simeq2/L$, (5) predicts an error per unit spacing of $400/(16\times1524)\times0.01=1.64\times10^{-4}$ meV/nm. Diagonalizing the lattice with 101 and 303 intervals and extrapolating the slope to $a=0$ gives $1.635\times10^{-4}$ meV/nm. For a spacing near 5 nm this first-order term is about 0.3% of the level.

Finally, place two 100 nm segments, with couplings 10 and 30 meV nm, between leads with $\alpha=0$. A spin-up electron leaves in the spin state $e^{i\sigma_y\theta}(1,0)^T=(\cos\theta,-\sin\theta)^T$, where

$$\theta=\int\frac{m\alpha}{\hbar^2}dx=\frac{(10+30)\times100}{2\times1524}=1.312 .$$

The flipped fraction of the transmitted current is $\sin^2\theta=0.9347$. The lattice gives 0.9343 at both 1 and 3 meV. Its angle is slightly smaller because each bond adds $\arctan(h/t)$ instead of $h/t$. In this single-mode model the fraction does not depend on energy or on $V(x)$, since both enter the scalar problem alone.

## Beside a real wire

The parameters are rough values for a gate-defined wire in an InAs quantum well; 1 meV is a low kinetic energy, chosen to make the interface visible. One assumption that is easily broken is a flat band edge. With a rough Rashba coefficient of 1.2 nm², changing $\alpha$ by 20 meV nm takes a field change of 0.17 MV/cm, or 167 mV across a 10 nm well. A second gate must compensate the resulting shift of the band edge. The field change is also above the bulk breakdown field of InAs, roughly 0.04 MV/cm; it is conceivable only across a thin well, where the voltage drop stays below the gap, and leakage may still limit it. If the right band edge remains just 1 meV low, $R$ rises to 0.034, nearly forty times the ideal value.

Transverse motion matters too. The omitted term $\alpha p_y\sigma_x/\hbar$ couples the subbands, whose lowest gap is 12.5 meV for a hard-wall width of 60 nm. At $k=0$ its second-order shift is $-(\alpha^2/\hbar^2)\sum_n|p_{n1}|^2/(E_n-E_1)$. From $p_{n1}=(im/\hbar)(E_n-E_1)y_{n1}$, the sum equals $(im/\hbar)\langle p_yy\rangle=m/2$, because $\langle p_yy\rangle=-i\hbar/2$ in a real bound state. The shift is $-m\alpha^2/2\hbar^2$, which doubles the effective step. Using this $k=0$ shift at 1 meV as an estimate raises $R$ to about $3\times10^{-3}$.

Interface width, temperature and the nonparabolicity due to in-plane motion have smaller effects or act the other way. A profile $20+10\tanh(x/20\,\text{nm})$ meV nm lowers $R$ to about $4.2\times10^{-4}$. Thermal averaging at 1 K gives $9.9\times10^{-4}$. The in-plane energy, through $2(E+E_1)/E_g$ with a rough gap of 400 meV, changes the mass by 2.6%. Vertical confinement in a 10 nm well is a larger matter: it can raise the mass by tens of percent above the band-edge value, and with $m=0.035\,m_e$ the ideal $R$ would be $1.7\times10^{-3}$. The mass should therefore be taken for the actual well. Disorder matters more than any of these. For a rough, high mobility of $5\times10^5$ cm²/Vs, the momentum-relaxation length $\hbar K_L\mu/e$ is 850 nm. In one dimension each backscattering reverses the velocity, so the mean distance between backscatterings is twice this, and disorder would backscatter about $200/(200+1700)\approx11\%$ over the two segments. Mobilities this high are usually measured at densities of several $10^{11}$ cm⁻², where the Fermi energy is tens of meV. For electrons at 1 meV the mobility is usually lower, so the real backscattering is probably stronger. The ideal interface reflection would be hidden beneath that. It serves as a reference for the numerical method, not as a forecast for a device.
